# Linear-Response Hubbard U from PAW Strength Shifts in a Two-Site Model

## The question

Two equivalent correlated sites are joined through a ligand. In an orthonormal all-electron basis the system is the chain $d_1-s_1-L-s_2-d_2$. Its level energies are $-4$ eV for $d$, $1$ eV for $s$ and $0$ for $L$, and each nearest-neighbour hopping is $-1.5$ eV. These are model parameters, not those of a particular material. Two electrons of opposite spin fill the lowest orbital, so the filling factor is $f=2$. The temperature is zero, the electron number is fixed and all orbitals are real.

Sphere $I=1,2$ contains $d_I$ and $s_I$. In the order $(d,s)$, its partial waves and smooth partial waves are

$$\phi_1=(1,\,0.5),\quad \phi_2=(0.4,\,1),\qquad \tilde\phi_1=(0.5,\,0.5),\quad \tilde\phi_2=(-0.2,\,1).$$

The projectors $p_i^I$ lie in the sphere and obey $\langle p_i^I|\tilde\phi_j^I\rangle=\delta_{ij}$. The smooth Hamiltonian $H_{\rm s}$ has the same ligand level and $s$–$L$ hoppings as the chain, but a different block $\tilde h$ inside each sphere.

The occupation $n_I$ is the number of electrons in $d_I$, both spins together. The electrons interact in mean field: site $I$ feels the potential energy $v_I=\sum_J K_{IJ}n_J$, where $K$ is constant and symmetric, with $K_{11}=K_{22}=4$ eV and $K_{12}=1$ eV. An external shift $\alpha_I$, an energy, is added to the level of $d_I$. Two responses are defined at $\alpha=0$:

$$\chi^0_{IJ}=\left.\frac{\partial n_I}{\partial\alpha_J}\right|_{v\ \text{frozen}},\qquad \chi_{IJ}=\left.\frac{\partial n_I}{\partial\alpha_J}\right|_{v\ \text{self-consistent}}.$$

## Part (a): the shift in PAW form

**Derive the PAW eigenvalue problem of the chain. Show how $\alpha_I$ changes $D_{ij}^I$, and evaluate the change for $\alpha_I=0.1$ eV.**

**Answer.** The all-electron orbital is $\psi=T\tilde\psi$, with

$$T=1+\sum_{I,i}\left(|\phi_i^I\rangle-|\tilde\phi_i^I\rangle\right)\langle p_i^I|.$$

The two smooth partial waves span the two-dimensional sphere space, so $\sum_i|\tilde\phi_i^I\rangle\langle p_i^I|$ is the identity there. Inside the sphere, $\tilde\psi$ is therefore $\sum_i\tilde\phi_i^I\langle p_i^I|\tilde\psi\rangle$, and $\psi$ is the same sum with $\phi_i^I$ in place of $\tilde\phi_i^I$. On the ligand the two orbitals agree.

Replacing the smooth sphere contribution to the norm by the all-electron one gives $\langle\psi|\psi\rangle=\langle\tilde\psi|S|\tilde\psi\rangle$, where

$$S=1+\sum_{I,ij}|p_i^I\rangle q_{ij}\langle p_j^I|,\qquad q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle.$$

The energy is treated in the same way. The $s$ components of $\phi_i$ and $\tilde\phi_i$ are equal, so $T$ leaves the amplitudes on $s_I$ and $L$ unchanged, and the $s$–$L$ hopping energy needs no correction. With $h$ the all-electron sphere block,

$$\tilde H=H_{\rm s}+\sum_{I,ij}|p_i^I\rangle D_{ij}\langle p_j^I|,\qquad D_{ij}=\langle\phi_i|h|\phi_j\rangle-\langle\tilde\phi_i|\tilde h|\tilde\phi_j\rangle,$$

and the eigenvalue problem is $\tilde H\tilde\psi=\varepsilon S\tilde\psi$.

The external term is $\alpha_I|d_I\rangle\langle d_I|$. Its transform is $\alpha_IP_I$, with

$$P_I=T^\dagger|d_I\rangle\langle d_I|T=\sum_{ij}|p_i^I\rangle O_{ij}\langle p_j^I|,\qquad O_{ij}=\langle\phi_i|d\rangle\langle d|\phi_j\rangle.$$

Since $H_{\rm s}$ is not shifted, the whole term goes into the strengths:

$$D_{ij}^I\longrightarrow D_{ij}^I+\alpha_IO_{ij}.$$

The mean-field potential enters in the same way, as $v_IO_{ij}$. The overlap $S$ contains no potential and does not change. The occupation uses the same matrix:

$$n_I=\sum_{ij}\rho_{ij}^IO_{ij}=f\langle\tilde\psi_0|P_I|\tilde\psi_0\rangle,\qquad \rho_{ij}^I=f\langle p_i^I|\tilde\psi_0\rangle\langle\tilde\psi_0|p_j^I\rangle.$$

The $d$ components of the partial waves are $1$ and $0.4$. Hence

$$O=\begin{pmatrix}1&0.4\\0.4&0.16\end{pmatrix},\qquad 0.1\ \text{eV}\times O=\begin{pmatrix}0.1&0.04\\0.04&0.016\end{pmatrix}\text{eV}.$$

Shifting $D_{11}$ alone would apply a different operator from the one that measures $n_I$. In a numerical test, the PAW levels and occupations agree with direct diagonalization of the chain, with and without shifts.

## Part (b): the bare response

**Derive $\chi^0$ as a sum over empty orbitals. Evaluate it from the following data of the self-consistent state, in which $n_1=n_2=0.5038$.**

| $n$ | $\varepsilon_n-\varepsilon_0$ (eV) | $\langle0\lvert P_1\rvert n\rangle$ | $\langle0\lvert P_2\rvert n\rangle$ |
|---|---|---|---|
| 1 | 0.45477 | 0.32110 | −0.32110 |
| 2 | 1.80123 | 0.23183 | 0.23183 |
| 3 | 4.34777 | 0.15113 | −0.15113 |
| 4 | 5.64310 | 0.09355 | 0.09355 |

**Answer.** With $v$ frozen, the perturbation is $W=\sum_J\alpha_JP_J$. To first order the eigenvalue equation reads

$$\tilde H\,\delta\tilde\psi+W\tilde\psi_0=\varepsilon_0S\,\delta\tilde\psi+\delta\varepsilon\,S\tilde\psi_0 .$$

Write $\delta\tilde\psi=\sum_nc_n\tilde\psi_n$, with $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$. Projection on an empty orbital $n$ removes the last term and leaves

$$c_n=\frac{\langle n|W|0\rangle}{\varepsilon_0-\varepsilon_n}.$$

Because $S$ is fixed, normalization requires $2c_0=0$. The occupation changes by $\delta n_I=2f\sum_{n\neq0}c_n\langle0|P_I|n\rangle$, where the factor 2 comes from varying both the bra and the ket. Therefore

$$\chi^0_{IJ}=2f\sum_{n\ne0}\frac{\langle0|P_I|n\rangle\langle n|P_J|0\rangle}{\varepsilon_0-\varepsilon_n}.$$

Here $2f=4$. The squared matrix elements divided by the gaps are $0.22672$, $0.02984$, $0.00525$ and $0.00155$ eV$^{-1}$. For $\chi^0_{12}$ the odd orbitals, 1 and 3, enter with reversed sign:

$$\chi^0_{11}=-4(0.22672+0.02984+0.00525+0.00155)=-1.053\ \text{eV}^{-1},$$

$$\chi^0_{12}=-4(-0.22672+0.02984-0.00525+0.00155)=+0.802\ \text{eV}^{-1}.$$

Each term of $\chi^0_{11}$ is negative: raising a level empties it. The lowest transition supplies 86% of $\chi^0_{11}$ and moves charge from one site to the other, which makes $\chi^0_{12}$ positive. The sum $\chi^0_{11}+\chi^0_{21}=-0.251$ eV$^{-1}$ is not zero, because $s_1$, $L$ and $s_2$ together gain that charge: when $d_1$ is raised, $s_1$ loses charge along with it, while $L$ and $s_2$ gain more than $s_1$ loses.

## Part (c): the screened response and U

**Derive $\chi$ from $\chi^0$ and determine what $(\chi^0)^{-1}-\chi^{-1}$ measures. Evaluate it with the self-consistent differences $\chi_{11}=\chi_{22}=-0.19695$ eV$^{-1}$ and $\chi_{12}=\chi_{21}=0.08562$ eV$^{-1}$. Discuss weak and strong screening, and stability.**

**Answer.** After self-consistency the total potential change is $\alpha+K\delta n$. The orbitals respond to this total through $\chi^0$:

$$\delta n=\chi^0(\alpha+K\delta n).$$

If $\chi^0$ is invertible, multiplication by its inverse gives $[(\chi^0)^{-1}-K]\delta n=\alpha$. Hence

$$\chi=\left[(\chi^0)^{-1}-K\right]^{-1},\qquad (\chi^0)^{-1}-\chi^{-1}=K.$$

The diagonal element is the on-site $U$, and the off-diagonal element is the intersite $V$. The result assumes that the mean-field potential depends on $n_1$ and $n_2$ alone.

For a symmetric matrix with equal diagonal elements,

$$\begin{pmatrix}a&b\\b&a\end{pmatrix}^{-1}=\frac{1}{a^2-b^2}\begin{pmatrix}a&-b\\-b&a\end{pmatrix}.$$

For $\chi^0$, $a^2-b^2=1.05348^2-0.80237^2=0.46602$ eV$^{-2}$. The inverse has diagonal $-2.2606$ eV and off-diagonal $-1.7218$ eV. For $\chi$ the corresponding entries are $-6.2606$ and $-2.7218$ eV. Thus

$$U=-2.2606+6.2606=4.000\ \text{eV},\qquad V=-1.7218+2.7218=1.000\ \text{eV}.$$

In SI units, $U=6.409\times10^{-19}$ J. The input kernel has been recovered from occupations alone.

Equal and opposite shifts of the two sites decouple. With $\chi_\pm=\chi_{11}\pm\chi_{12}$ and $K_\pm=U\pm V$,

$$\chi_\pm=\frac{\chi^0_\pm}{1-K_\pm\chi^0_\pm}.$$

The even response falls from $-0.251$ to $-0.111$ eV$^{-1}$, and the odd response from $-1.856$ to $-0.283$ eV$^{-1}$. For $|K_\pm\chi^0_\pm|\ll1$ the responses differ by only $\chi_\pm-\chi^0_\pm\approx K_\pm(\chi^0_\pm)^2$, so $U$ must be extracted from a small difference. For $K_\pm|\chi^0_\pm|\gg1$, $\chi_\pm\approx-1/K_\pm$: the interaction limits the charge flow. This is a condition on the product. Since $\chi^0$ belongs to the self-consistent state and changes with $K$, a larger $K$ alone need not fulfil it.

The symmetric state depends on $U+V$, since $v_I=(U+V)n_I$. If this sum is held at 5 eV while $U-V$ varies, $\chi^0_-$ stays fixed. The odd response then diverges at $U-V=1/\chi^0_-=-0.54$ eV, where the symmetric state becomes unstable to charge transfer between the sites.

The self-consistent $\chi$ comes from central differences with a step of 0.001 eV, and central differences of the same step at frozen potential reproduce the sum-over-states $\chi^0$ to the digits quoted. Their leading error is quadratic in the step, because the even terms of the Taylor series cancel. With a step of 0.1 eV the results are $U=4.023$ eV and $V=1.026$ eV, which exceed the input values by 0.6% and 2.6%.

## Part (d): the energy curvature

**Take $E=f\varepsilon_0-\tfrac12n^{\rm T}Kn$. Show that $\partial E/\partial\alpha_I=n_I$, and explain the subtraction in part (c) as one of energy curvatures.**

**Answer.** The orbital energy changes by the expectation value of the total potential change:

$$f\,d\varepsilon_0=n^{\rm T}(d\alpha+K\,dn).$$

The second term of $E$ changes by $-n^{\rm T}K\,dn$, because $K$ is symmetric. The interaction terms cancel, leaving $dE=n^{\rm T}d\alpha$. A numerical derivative of $E$ gives 0.5038, equal to the occupation.

The energy at prescribed occupations is the Legendre transform $G(n)=E-\alpha^{\rm T}n$, in which $\alpha$ acts as a Lagrange multiplier. Its differential is

$$dG=n^{\rm T}d\alpha-\alpha^{\rm T}dn-n^{\rm T}d\alpha=-\alpha^{\rm T}dn.$$

So $\partial G/\partial n_I=-\alpha_I$, and the curvature matrix is $-\chi^{-1}$. With $v$ frozen, the same argument applied to $f\varepsilon_0$ gives the curvature $-(\chi^0)^{-1}$. This part is present without any change of the interaction potential and comes from hybridization. Subtracting it leaves

$$-\chi^{-1}-\left[-(\chi^0)^{-1}\right]=K.$$

For site 1 with $n_2$ held fixed, the total curvature is 6.26 eV, of which 2.26 eV is hybridization and 4.00 eV is interaction.

## Part (e): when inversion fails

**Show that a model with one occupied and one empty orbital cannot yield the full matrix $K$. What does it yield? Then explain why $1/\chi^0_{11}-1/\chi_{11}$ differs from $U$ in the chain.**

**Answer.** Let the single gap be $\Delta$, and put $w_I=\langle0|P_I|1\rangle$ and $g=2f/\Delta$. Then $\chi^0=-g\,ww^{\rm T}$, whose determinant is $g^2(w_1^2w_2^2-w_1^2w_2^2)=0$. Any response has the form $\delta n=xw$. Inserting this into the self-consistency equation gives

$$x=-g\left(w^{\rm T}\alpha+x\,w^{\rm T}Kw\right),\qquad \chi=-\frac{g}{1+g\,w^{\rm T}Kw}\,ww^{\rm T}.$$

The inverse prefactors of $\chi^0$ and $\chi$ differ by

$$-\frac1g+\frac{1+g\,w^{\rm T}Kw}{g}=w^{\rm T}Kw.$$

This one number is all that can be found. In a symmetric orthogonal dimer $w\propto(1,-1)$, so $U-V$ is accessible but $U$ and $V$ separately are not.

A nonorthogonal two-orbital model confirms the rank. Its levels are $0$ and $0.5$ eV, the hopping is $-1$ eV and the overlap is $0.2$; the shifts act on the diagonal of the Hamiltonian matrix, there is no interaction, and $n_I=fc_I^2$ with $c_I$ the coefficient of basis orbital $I$ in the occupied orbital:

$$\chi^0=\begin{pmatrix}-0.48269&0.43881\\0.43881&-0.39892\end{pmatrix}\text{eV}^{-1}.$$

Its columns are proportional, yet neither sums to zero. The singularity therefore does not require $n_1+n_2$ to be conserved; a single transition is enough. The chain avoids it by having both even and odd transitions.

For the scalar difference, write $A=\chi^{-1}$ and $A^0=(\chi^0)^{-1}$. When only site 1 is shifted, site 2 obeys $A_{21}\delta n_1+A_{22}\delta n_2=0$. Eliminating $\delta n_2$, with $A_{22}=A_{11}$, gives $1/\chi_{11}=A_{11}-A_{12}^2/A_{11}$, and likewise for $\chi^0$. Hence

$$\frac1{\chi^0_{11}}-\frac1{\chi_{11}}=U-\frac{(A^0_{12})^2}{A^0_{11}}+\frac{A_{12}^2}{A_{11}}=4.000+1.311-1.183=4.128\ \text{eV}.$$

The excess of 0.128 eV arises because site 2 relaxes differently in the two responses. Matrix inversion removes this relaxation.

## Part (f): an interacting ligand

**Let the ligand charge $n_L$ also interact, with $F_{1L}=F_{2L}=1.5$ eV and $F_{LL}=2$ eV, while the site block $F_{aa}$ equals the former $K$. Shifts are still applied to the two sites only. What does $(\chi^0)^{-1}-\chi^{-1}$ now give? At the new self-consistent state, the inverse $M$ of the three-charge bare response has $M_{1L}=M_{2L}=-6.1122$ eV and $M_{LL}=-19.6316$ eV.**

**Answer.** For the three charges, $M\delta n=\alpha$ with the potential frozen, and $R\,\delta n=\alpha$ with $R=M-F$ after self-consistency. Let $a$ denote the two sites. Since $\alpha_L=0$, the ligand row of the frozen problem gives $\delta n_L=-M_{La}\delta n_a/M_{LL}$. Substitution into the site rows yields

$$(\chi^0)^{-1}=M_{aa}-\frac{M_{aL}M_{La}}{M_{LL}},\qquad \chi^{-1}=R_{aa}-\frac{R_{aL}R_{La}}{R_{LL}}.$$

Because $M_{aa}-R_{aa}=F_{aa}$, their difference is

$$(\chi^0)^{-1}-\chi^{-1}=F_{aa}+\frac{R_{aL}R_{La}}{R_{LL}}-\frac{M_{aL}M_{La}}{M_{LL}}.$$

Here $R_{1L}=-7.6122$ eV and $R_{LL}=-21.6316$ eV. Each element of the matrix changes by

$$\frac{7.6122^2}{-21.6316}-\frac{6.1122^2}{-19.6316}=-2.6788+1.9030=-0.776\ \text{eV}.$$

The effective values are $U=3.224$ eV and $V=0.224$ eV. Finite differences of the self-consistent solutions give the same numbers. The difference $U-V$ remains 3 eV, because by symmetry the ligand charge does not respond to an odd shift.

The reduction can be read from the expansion to first order in $F_{1L}$ and $F_{LL}$. With $\gamma=M_{1L}/M_{LL}=0.311$,

$$U\approx F_{11}-2\gamma F_{1L}+\gamma^2F_{LL}=4-0.934+0.194=3.260\ \text{eV}.$$

One electron added to site 1, with $n_2$ held fixed, draws $\gamma$ electrons from the ligand in the frozen response. The interaction is then that of the combined charge change, $+1$ on the site and $-\gamma$ on the ligand. The remaining 0.036 eV comes from higher orders.

If $F_{aL}$ and $F_{LL}$ vanish, then $R_{aL}=M_{aL}$ and $R_{LL}=M_{LL}$, and the result of part (c) returns. A ligand that exchanges charge without interacting does not alter the extracted $U$. One that interacts makes it an effective interaction that includes the response of the charge left outside the response matrix. To first order the change is $-2\gamma F_{1L}+\gamma^2F_{LL}$. For $\gamma>0$ this lowers $U$ only when $2F_{1L}>\gamma F_{LL}$, as here; with $F_{1L}=0$ and $F_{LL}>0$ it raises $U$. The numerical output lists the full matrices for both cases.

## Values computed for the example and the checks

```
Matrices are listed row by row.
Level energies d, s, L: -4.00 1.00 0.00 eV
Hoppings d-s, s-L: -1.50 -1.50 eV
Partial waves phi (rows d, s): 1.00 0.40 0.50 1.00
Smooth partial waves (rows d, s): 0.50 -0.20 0.50 1.00
Smooth sphere Hamiltonian: 1.00 -0.50 -0.50 1.00 eV
Projector values (rows i; columns d, s): 1.66667 0.33333 -0.83333 0.83333
q_ij: 0.7500 0.5000 0.5000 0.1200
D_ij before interaction: -5.5000 -3.1000 -3.1000 -2.0800 eV
O_ij: 1.0000 0.4000 0.4000 0.1600
Change of D_ij for alpha = 0.1 eV: 0.1000 0.0400 0.0400 0.0160 eV
CASE A: only n1 and n2 interact
Kernel on-site, intersite: 4.00 1.00 eV
Occupations n1, n2, nL: 0.50379 0.50379 0.38904 electrons
Site potential K n: 2.51897 eV
Occupied level: -2.64179 eV
Empty 1: gap 0.45477 eV, <0|P1|n> 0.32110, <0|P2|n> -0.32110
Empty 2: gap 1.80123 eV, <0|P1|n> 0.23183, <0|P2|n> 0.23183
Empty 3: gap 4.34777 eV, <0|P1|n> 0.15113, <0|P2|n> -0.15113
Empty 4: gap 5.64310 eV, <0|P1|n> 0.09355, <0|P2|n> 0.09355
chi0 from sum over states: -1.05348 0.80237 0.80237 -1.05348 1/eV
chi0 from frozen-potential differences: -1.05348 0.80237 0.80237 -1.05348 1/eV
chi self-consistent: -0.19695 0.08562 0.08562 -0.19695 1/eV
Inverse chi0: -2.26060 -1.72176 -1.72176 -2.26060 eV
Inverse chi: -6.26060 -2.72176 -2.72176 -6.26060 eV
Recovered U matrix: 4.0000 1.0000 1.0000 4.0000 eV
Recovered on-site U: 6.4087e-19 J
Even channel chi0, chi: -0.25111 -0.11133 1/eV
Even channel U+V: 5.0000 eV
Odd channel chi0, chi: -1.85584 -0.28258 1/eV
Odd channel U-V: 3.0000 eV
Scalar shortcut 1/chi0_11 - 1/chi_11: 4.1281 eV
dE/dalpha1 by differences: 0.50379 electrons
Small difference step: 0.0010 eV
Large difference step: 0.10 eV
U matrix with large step: 4.0226 1.0255 1.0255 4.0226 eV
TWO-ORBITAL MODEL: levels 0, 0.5 eV; hop -1 eV; overlap 0.2
chi0: -0.48269 0.43881 0.43881 -0.39892 1/eV
abs(det chi0/(chi0_11 chi0_22)) = 3.3e-08
CASE B: ligand charge also interacts
Kernel site-ligand, ligand-ligand: 1.50 2.00 eV
Occupations n1, n2, nL: 0.56977 0.56977 0.18106 electrons
chi0: -1.46283 1.26641 1.26641 -1.46283 1/eV
chi: -0.20708 0.08998 0.08998 -0.20708 1/eV
M site-ligand, ligand-ligand: -6.1122 -19.6316 eV
U matrix from responses: 3.2243 0.2243 0.2243 3.2243 eV
U matrix from downfolding: 3.2243 0.2243 0.2243 3.2243 eV
```
